# Berry-Phase Polarization of a One-Dimensional Insulating Band, Derived Twice

A calculation of the charge that flows when an insulating chain switches between two structures gives one polarization for each end structure. Before subtracting them, one must decide whether the two ends suffice or whether intermediate structures are needed. The answer depends on what a bulk polarization is: for one filled, spinless band in one dimension its electronic part is \(-e/2\pi\) times a Berry phase, and is therefore defined only modulo one electronic charge \(e\). The change is unique once a path that keeps the gap open is given. The end points alone fix it only modulo \(e\).

## What has to be calculated

In one dimension the polarization \(P\) is dipole moment per length, so it has the unit of charge. "One charge per unit cell" therefore means \(P\) modulo \(e\), or the dipole per cell modulo \(ea\), where \(a\) is the lattice constant.

The dipole of the charge in one cell cannot serve as a definition. If the cell boundary is moved so that a strip with charge \(dq\) leaves the left end and its periodic copy enters at the right, the cell dipole changes by \(a\,dq\). This is in general no multiple of \(ea\). What a circuit measures is the current \(j\) averaged over the cell (the current through one cross-section differs from it when charge is redistributed inside the cell), so the starting point is

\[
\Delta P=\int_0^T j\,dt .
\]

The electrons have charge \(-e\), with \(e>0\), and are independent. The Hamiltonian \(H(\lambda)\) depends on a parameter \(\lambda\) that goes slowly and smoothly from 0 to 1 in the time \(T\). It keeps the period \(a\) and contains no macroscopic field, and the filled band stays separated from all others. Write

\[
\psi_k=e^{ikx}u_k,\qquad H_k=e^{-ikx}He^{ikx},\qquad G=\frac{2\pi}{a},
\]

with \(u_k\) normalized over one cell. The velocity operator is \(v=i[H,x]/\hbar\). Differentiating \(H_k\) gives

\[
\partial_kH_k=e^{-ikx}\,i[H,x]\,e^{ikx},
\]

so \(v_k=\partial_kH_k/\hbar\) acts on \(u_k\). The allowed \(k\) have density \(L/2\pi\) in a chain of length \(L\), hence

\[
j=-e\int_{BZ}\frac{dk}{2\pi}\,\langle v_k\rangle .
\tag{1}
\]

This is the electronic part. Ions that move add their own current, treated below.

## First derivation: the adiabatic current

At fixed \(k\), let \(|0\rangle=|u_k\rangle\) be the instantaneous filled state and \(|m\rangle\) the others. Choose the phase of \(|0\rangle\) in time so that \(\langle0|\partial_t0\rangle=0\), and write the evolving state as

\[
e^{-i\vartheta}(|0\rangle+|\delta\rangle),\qquad \hbar\dot\vartheta=E_0 .
\]

The Schrödinger equation becomes

\[
E_0(|0\rangle+|\delta\rangle)+i\hbar|\partial_t0\rangle+i\hbar|\partial_t\delta\rangle
=E_0|0\rangle+H_k|\delta\rangle .
\]

For a smooth, slow ramp \(|\delta\rangle\) is of first order in the rate and \(|\partial_t\delta\rangle\) of second order. Dropping the latter and projecting on \(\langle m|\),

\[
\langle m|\delta\rangle=\frac{i\hbar\langle m|\partial_t0\rangle}{E_m-E_0}.
\tag{2}
\]

The velocity needs \(\langle0|\partial_kH_k|m\rangle\). Differentiating \(\langle0|H_k|m\rangle=0\) gives

\[
E_m\langle\partial_k0|m\rangle+\langle0|\partial_kH_k|m\rangle+E_0\langle0|\partial_km\rangle=0 .
\]

Orthogonality gives \(\langle0|\partial_km\rangle=-\langle\partial_k0|m\rangle\), so

\[
\langle0|\partial_kH_k|m\rangle=(E_0-E_m)\langle\partial_k0|m\rangle .
\]

To first order, the energy denominators cancel:

\[
\begin{aligned}
\langle v_k\rangle&=\frac{\partial_kE_0}{\hbar}
+\frac2\hbar\,\mathrm{Re}\sum_{m\ne0}\langle0|\partial_kH_k|m\rangle\langle m|\delta\rangle\\
&=\frac{\partial_kE_0}{\hbar}
+2\,\mathrm{Re}\Big[-i\sum_{m\ne0}\langle\partial_k0|m\rangle\langle m|\partial_t0\rangle\Big]\\
&=\frac{\partial_kE_0}{\hbar}+2\,\mathrm{Im}\langle\partial_ku|\partial_tu\rangle .
\end{aligned}
\]

In the last line \(\mathrm{Re}(-iz)=\mathrm{Im}\,z\) was used and the term \(m=0\) was added. That term is a product of two imaginary numbers, hence real, and does not contribute in any choice of phases. The band velocity \(\partial_kE_0/\hbar\) integrates to zero over the full zone because \(E_0\) is periodic.

Since \(|\partial_tu\rangle=\dot\lambda|\partial_\lambda u\rangle\), time drops out:

\[
\Delta P_{el}=-\frac e\pi\int_0^1d\lambda\int_{BZ}dk\,
\mathrm{Im}\langle\partial_ku|\partial_\lambda u\rangle .
\tag{3}
\]

This form does not depend on phase choices. To integrate it, define \(A_k=i\langle u|\partial_ku\rangle\) and \(A_\lambda=i\langle u|\partial_\lambda u\rangle\). The mixed second derivatives cancel in

\[
\partial_kA_\lambda-\partial_\lambda A_k
=i\langle\partial_ku|\partial_\lambda u\rangle-i\langle\partial_\lambda u|\partial_ku\rangle
=-2\,\mathrm{Im}\langle\partial_ku|\partial_\lambda u\rangle .
\]

Now require the periodic gauge \(\psi_{k+G}=\psi_k\), that is \(u_{k+G}=e^{-iGx}u_k\), smooth in both variables. It exists: at \(\lambda=0\), carry the state across the zone with \(A_k=0\) and spread the phase mismatch at the end evenly over \(k\). Then carry each state along \(\lambda\) with \(A_\lambda=0\). The factor \(e^{-iGx}\) does not depend on \(\lambda\), so periodicity survives. In any such gauge \(A_\lambda\) has equal values at \(k\) and \(k+G\), and the integral of \(\partial_kA_\lambda\) vanishes. What remains is

\[
\Delta P_{el}=-\frac{e}{2\pi}\,[\phi(1)-\phi(0)],\qquad
\phi=\int_{BZ}i\langle u_k|\partial_ku_k\rangle\,dk ,
\tag{4}
\]

with \(\phi\) followed continuously in \(\lambda\).

## Second derivation: the moving Wannier function

The same result follows in real space without a perturbation series for the current. In a smooth periodic gauge define the localized function

\[
w(x)=\frac{a}{2\pi}\int_{BZ}dk\,e^{ikx}u_k(x).
\]

With cell-normalized \(u_k\), \(\langle\psi_k|\psi_{k'}\rangle=(2\pi/a)\delta(k-k')\), so \(\langle w|w\rangle=1\). Its translates by multiples of \(a\) span the filled band. For its centre, write \(xe^{ikx}=-i\partial_ke^{ikx}\) and integrate by parts:

\[
x\,w(x)=\frac{a}{2\pi}\int_{BZ}dk\,e^{ikx}\,i\partial_ku_k(x).
\]

The boundary term vanishes because \(\psi_k\) is periodic in \(k\). Taking the overlap with \(w\),

\[
x_W=\langle w|x|w\rangle=\frac{a}{2\pi}\int_{BZ}i\langle u_k|\partial_ku_k\rangle dk=\frac{a\phi}{2\pi}.
\tag{5}
\]

Now let every Bloch state evolve by the Schrödinger equation, at any speed. The evolving function \(\tilde w\) obeys the same equation, so its centre \(\tilde x_W\) moves with its mean velocity:

\[
\frac{d\tilde x_W}{dt}=\frac i\hbar\langle\tilde w|[H,x]|\tilde w\rangle
=\frac{a}{2\pi}\int_{BZ}dk\,\langle v_k\rangle=-\frac ae\,j .
\]

The last step is equation (1). With \(\tilde\phi\) the Berry phase of the evolved states,

\[
\Delta P_{el}=-\frac ea[\tilde x_W(T)-\tilde x_W(0)]
=-\frac{e}{2\pi}[\tilde\phi(T)-\tilde\phi(0)] .
\tag{6}
\]

Slowness enters only now. The evolved states are \(e^{-i\vartheta_k}(u_k+\delta_k)\). The dynamical phase \(\vartheta_k\) is periodic in \(k\) and adds \(\int\partial_k\vartheta_k\,dk=0\) to \(\tilde\phi\). The terms linear in \(\delta_k\) become, after an integration by parts, overlaps of \(\delta_k\) with \(\partial_ku_k\), and are at most of order \(1/T\). The quadratic term \(i\langle\delta_k|\partial_k\delta_k\rangle\) needs care, because \(\delta_k\) can contain phases \(e^{-i(E_m-E_0)t/\hbar}\) whose \(k\)-derivative grows like \(T\). It is then of order \(T\cdot T^{-2}\), and also vanishes for large \(T\). So \(\tilde\phi\) stays close to \(\phi\) throughout, and (6) becomes (4).

## Why an integer remains free

Change the phases by \(u_k\to e^{-i\beta(k)}u_k\). The gauge stays periodic if \(\beta(k+G)=\beta(k)+2\pi n\) with integer \(n\). Then \(A_k\to A_k+\partial_k\beta\), and

\[
\phi\to\phi+2\pi n,\qquad x_W\to x_W+na,\qquad P_{el}\to P_{el}-ne .
\]

The physical band is the same; a different member of the periodic row of Wannier functions has been assigned to the home cell. With ions of charge \(Z_se\) at \(X_s\),

\[
P=\frac ea\sum_sZ_sX_s-\frac{e\phi}{2\pi}\pmod e .
\]

Choosing another periodic copy of an ion also shifts \(P\) by an integer times \(e\). If two spin channels have the same filled orbitals along the whole path, their phases shift together and the electronic quantum is \(2e\). Equal filling alone is not enough: the two channels could then follow different paths, and the quantum stays \(e\).

For a closed path, \(H(1)=H(0)\), the final and initial \(u_k\) differ by just such a phase, so the pumped charge is \(-ne\). Two gapped paths with common ends form a closed path, so their \(\Delta P\) differ by an integer times \(e\). While the gap stays open, (3) varies continuously as a path is deformed, and an integer that varies continuously is constant. Paths that can be deformed into each other with fixed ends and an open gap therefore give the same change.

The integer also has a meaning at surfaces. Moving one electron from the right end to the left end of a neutral chain of length \(L\) changes its dipole by \((-e)(-L)=eL\), and \(P\) by \(e\), with the bulk untouched.

## A two-site chain

Take sites A at 0 and B at \(a/2\), with energies \(+\Delta\) and \(-\Delta\), and a fixed ion \(+e\) on each A (the Rice–Mele model). The hopping is \(-(t+\delta)\) within a cell and \(-(t-\delta)\) between cells. The off-diagonal element of \(H_k\) is

\[
-\big[(t+\delta)e^{ika/2}+(t-\delta)e^{-ika/2}\big]
=-2t\cos\tfrac{ka}2-2i\delta\sin\tfrac{ka}2 ,
\]

so the energies are

\[
E=\pm\sqrt{\Delta^2+4t^2\cos^2\tfrac{ka}2+4\delta^2\sin^2\tfrac{ka}2} .
\]

For \(|\delta|<t\) the smallest gap lies at \(k=\pi/a\) and equals \(2\sqrt{\Delta^2+4\delta^2}\). It closes at \(\delta=\Delta=0\).

One limit can be done by hand. For \(\Delta=0\), \(\delta=t\) the cells are isolated pairs and \(u_k=(1,e^{-ika/2})/\sqrt2\). Then \(A_k=a/4\), \(\phi=\pi/2\) and \(x_W=a/4\), the middle of the bond. For \(\delta=-t\), \(u_k=(1,e^{ika/2})/\sqrt2\) gives \(x_W=-a/4\), equivalent to \(3a/4\): the middle of the other bond.

The parameters are \(a=0.50\) nm, \(t=1.00\) eV, \(\delta=0.50\cos\theta\) eV and \(\Delta=1.00\sin\theta\) eV. On this curve \(\Delta^2+4\delta^2=1\) eV², so the gap stays at 2.00 eV. The chain starts at \(\theta=30^\circ\) and reaches the same final Hamiltonian either at \(120^\circ\) or, the long way round, at \(-240^\circ\). The phases at the ends, taken between 0 and \(2\pi\), are 2.1829 and 3.5819 rad. Along the short arc

\[
\Delta P=-e\,\frac{3.5819-2.1829}{2\pi}=-0.2227\,e=-0.357\times10^{-19}\ \mathrm C .
\]

Along the long arc the continuously followed phase gives \(+0.7773\,e=1.245\times10^{-19}\) C. The two differ by \(e\), because together the arcs encircle the gap closing. A straight path in the \((\delta,\Delta)\) plane, on the same side as the short arc, again gives \(-0.2227\,e\), although its gap falls to 1.41 eV. A full turn around the closing with increasing \(\theta\) pumps \(-e\), and the reverse turn \(+e\); a loop that does not enclose it pumps zero.

Integrating the current of states evolved by the Schrödinger equation over a 60 fs ramp gives \(-0.2226\,e\) and \(0.7773\,e\). For the long arc the deviation from (3) falls from \(9.1\times10^{-4}\,e\) with 2000 time steps to \(5.6\times10^{-5}\,e\) with 8000. This factor of 16 for steps four times shorter identifies it as mainly a time-step error. In these runs \(\theta\) advances as \(10s^3-15s^4+6s^5\), with \(s\) the elapsed fraction of the ramp time. At 1 fs the result depends on the profile: a linear ramp along the long arc passes \(0.4593\,e\), while the smooth one passes \(0.2582\,e\). This differs from \(0.7773\,e\) by a non-integer, so by (6) the final state is not the filled lower band.

In the final structure B holds 0.7826 electrons. The cell dipole divided by \(a\) is \(-0.7826e/2=-0.3913\,e\) if B lies to the right of A in the chosen cell, and \(+0.3913\,e\) if it lies to the left. Neither agrees, modulo \(e\), with \(P=-0.5701\,e\) from the Wannier centre. The dipole of a finite open chain does. For a chain that begins on A and ends on B, per added cell and divided by \(a\), it grows by \(-0.5701\,e\) in the ground state and by \(+0.4299\,e\) after one electron has been moved from the right end state to the left one. A chain that begins on B and ends on A has no end states, and its ground state gives \(+0.4299\,e\): the termination selects the integer. The full list of values is in the numerical output.

## The decision about intermediate structures

On a grid of \(k\) with spacing \(\Delta k\), \(\langle u_j|u_{j+1}\rangle\approx1-iA_k\Delta k\approx e^{-iA_k\Delta k}\). Therefore

\[
\phi=-\arg\prod_j\langle u_j|u_{j+1}\rangle ,
\]

where the last state is \(e^{-iGx}\) times the first. The equality holds in the limit \(\Delta k\to0\). In the two-site chain the error falls as \(\Delta k^2\); 8 points give 3.5758 rad for the final structure instead of 3.5819 rad. Each state appears once as bra and once as ket, so arbitrary phases from a diagonalization cancel. The argument is known modulo \(2\pi\), which is the same free integer.

Subtracting end values and taking the smallest difference is right if the continuous change of \(P_{el}\) is known to be below \(e/2\) in size. The short arc satisfies this. The long arc does not, and the procedure would return \(-0.2227\,e\) instead of \(0.7773\,e\). Intermediate structures must then be close enough that \(\phi\) changes by less than \(\pi\) between neighbours, and the gap must be open along the whole path.

For a three-dimensional crystal, place such chains side by side on a square grid with spacing \(b\). The charge \(e\) per chain becomes \(e/b^2\) per area, which is about 1 C/m² for \(b=0.4\) nm. If two spin channels share the same filled orbitals along the whole path, the electronic quantum is twice as large. The short-arc change of the spinless model, at the same spacing, corresponds to about 0.2 C/m². Real capacitors break the assumption of a perfect insulator: a leakage current density \(J\) during a time \(\tau\) adds \(J\tau\) to the measured charge per area. For illustration, 10 A/m² during 1 ms adds 0.01 C/m², or 5% of 0.2 C/m².

## What each derivation assumes

Both derivations need independent electrons, a completely filled band, lattice periodicity and no macroscopic field. In a metal the \(k\)-integral stops at the Fermi points, the boundary terms survive, and \(\phi\) loses its meaning.

The first derivation assumes that the response is of first order in the rate at every instant. In return it gives the current at each \(\lambda\), and its result (3) can be evaluated without any smooth gauge. The gap enters through the denominators of (2). As it closes, the first-order correction to the state can grow without bound, and the expansion fails.

The second derivation needs a smooth periodic gauge from the start, since otherwise \(w\) is not localized well enough for the integration by parts. Its relation (6) holds at any speed. If the evolved states merely end in the filled band, (6) already fixes \(\Delta P_{el}\) modulo \(e\), whatever happened on the way. This does not fix the integer. It is fixed if the states also stay close to the instantaneous band along the whole path. The first derivation has this stronger condition built in, so it cannot separate the two.

## Numbers as computed

```
lattice constant a: 0.50 nm
mean hopping t: 1.00 eV
amplitude of delta: 0.50 eV
amplitude of Delta: 1.00 eV
theta at start: 30.0 degrees
theta at end, short arc: 120.0 degrees
theta at end, long arc: -240.0 degrees
initial delta: 0.4330 eV
initial Delta: 0.5000 eV
final delta: -0.2500 eV
final Delta: 0.8660 eV
initial Berry phase in [0,2pi): 2.1829 rad
final Berry phase in [0,2pi): 3.5819 rad
initial Wannier centre: 0.3474 a
final Wannier centre: 0.5701 a
final Wannier centre, gauge winding 2: 2.5701 a
final phase, smooth gauge: 3.5819 rad
final phase, gauge winding 2: 16.1482 rad
Delta P short arc, Berry phase: -0.2227 e
Delta P short arc, curvature: -0.2227 e
Delta P short arc, real-time current: -0.2226 e
Delta P long arc, Berry phase: 0.7773 e
Delta P long arc, curvature: 0.7773 e
Delta P long arc, real-time current: 0.7773 e
slow ramp duration: 60.0 fs
long-arc current error, 2000 steps: 9.1e-04 e
long-arc current error, 8000 steps: 5.6e-05 e
fast ramp duration: 1.0 fs
charge passed, fast long arc: 0.2582 e
long minus short Delta P: 1.000000 e
Delta P straight path: -0.2227 e
Delta P loop around gap closing: -1.000000 e
Delta P offset loop, magnitude: 0.000000 e
smallest gap, short arc: 2.0000 eV
smallest gap, long arc: 2.0000 eV
smallest gap, straight path: 1.4142 eV
smallest gap, offset loop: 0.8000 eV
gap at delta=Delta=0, k=pi/a: 0.0000 eV
final chain P, ground-state edges: -0.5701 e
final chain P, one electron moved: 0.4299 e
final electron number on B: 0.7826
final cell dipole/a, cell A-B: -0.3913 e
final cell dipole/a, cell B-A: 0.3913 e
Delta P short arc in SI: -0.3567 x 1e-19 C
Delta P long arc in SI: 1.2454 x 1e-19 C
polarization quantum in SI: 1.6022 x 1e-19 C
quantum of dipole per cell: 0.50 e nm
```
